**Berry-phase permittivity of a two-orbital chain**

The program computes the electronic polarisability per cell, $\alpha$, of a chain with cell length $a$, orbital position $\tau$, site energies $\mp\Delta$ and hopping strengths $t_1,t_2$. It differentiates the self-consistent Berry-phase dipole on $N$ wavevectors and compares the result with the linear response of the same mesh. It asserts their agreement to a relative $10^{-6}$ at $N=80$ and $N=160$, together with the expected orders of the field and mesh errors. It also asserts gauge invariance of the Wannier centre, that random trial changes raise the enthalpy, and that the enthalpy curvature gives the same $\alpha$. Open chains, treated without a Berry phase, supply independent values of the Wannier centre and of $\alpha$. The output gives $\alpha=53.0405$ bohr³ from perturbation theory and from open chains, and 53.0405 bohr³ from extrapolated finite fields. With a cross-section of 30 bohr² per chain, the clamped-ion relative permittivity is 3.777.

## Check in Python

```python
"""Electronic permittivity of a two-orbital chain from Berry-phase dipoles.

Result under test: the field derivative of the self-consistent Berry-phase
dipole on N wavevectors equals the discretised linear-response sum, and both
tend to the perturbation-theory integral as N grows.
Hartree atomic units. CELL: cell length; TAU: position of second orbital;
DELTA: half the site-energy difference; T1, T2: hopping strengths inside and
between cells; AREA: cross-section per chain; alpha: polarisability per cell.
Electrons have charge -1, two per cell; ions are clamped.
"""
import numpy as np
from scipy.constants import physical_constants

CELL, TAU, DELTA, T1, T2, AREA = 8.0, 3.6, 0.10, 0.12, 0.08, 30.0
EV = physical_constants["Hartree energy in eV"][0]
FIELD_SI = physical_constants["atomic unit of electric field"][0]


def hopping(k, tau=TAU):
    inside = -T1 * np.exp(1j * k * tau)
    between = -T2 * np.exp(-1j * k * (CELL - tau))
    slope = 1j * tau * inside - 1j * (CELL - tau) * between
    return inside + between, slope


def bloch_hamiltonian(n_k):
    k = 2 * np.pi * np.arange(n_k) / (n_k * CELL)
    h, slope = hopping(k)
    ham = np.zeros((n_k, 2, 2), complex)
    velocity = np.zeros_like(ham)
    ham[:, 0, 0], ham[:, 1, 1] = -DELTA, DELTA
    ham[:, 0, 1], ham[:, 1, 0] = h, h.conj()
    velocity[:, 0, 1], velocity[:, 1, 0] = slope, slope.conj()
    return ham, velocity


def neighbours(u):
    """States at k+dk and k-dk, with the boundary phase of each orbital."""
    phase = np.exp(-2j * np.pi * np.array([0.0, TAU]) / CELL)
    after, before = np.roll(u, -1, axis=0), np.roll(u, 1, axis=0)
    after[-1] *= phase
    before[0] *= phase.conj()
    return after, before


def overlap(left, right):
    return np.sum(left.conj() * right, axis=1)


def wannier_centre(u):
    after, _ = neighbours(u)
    return -CELL / (2 * np.pi) * np.angle(np.prod(overlap(u, after)))


def dual_difference(u):
    after, before = neighbours(u)
    return (after / overlap(u, after)[:, None]
            - before / overlap(u, before)[:, None])


def enthalpy(u, ham, field):
    band = np.einsum("ki,kij,kj->k", u.conj(), ham, u).real.mean()
    return 2 * (band + field * wannier_centre(u))


def solve_in_field(n_k, field):
    """Return polarised states, Hamiltonian and number of iterations."""
    ham, _ = bloch_hamiltonian(n_k)
    u = np.linalg.eigh(ham)[1][:, :, 0]
    dk = 2 * np.pi / (n_k * CELL)
    for iteration in range(200):
        g = 1j * field * dual_difference(u) / (2 * dk)
        force = np.einsum("kij,kj->ki", ham, u) + g
        force = force - overlap(u, force)[:, None] * u
        if np.abs(force).max() < 1e-14:
            return u, ham, iteration
        mixed = g[:, :, None] * u.conj()[:, None, :]
        total = ham + mixed + mixed.conj().transpose(0, 2, 1)
        u = np.linalg.eigh(total)[1][:, :, 0]
    raise AssertionError("field iteration did not converge")


def alpha_finite_field(n_k, field):
    plus = wannier_centre(solve_in_field(n_k, field)[0])
    minus = wannier_centre(solve_in_field(n_k, -field)[0])
    return -2 * (plus - minus) / (2 * field)


def alpha_two_fields(n_k, field):
    return (4 * alpha_finite_field(n_k, field / 2)
            - alpha_finite_field(n_k, field)) / 3


def alpha_mesh_response(n_k):
    ham, _ = bloch_hamiltonian(n_k)
    energy, vec = np.linalg.eigh(ham)
    dk = 2 * np.pi / (n_k * CELL)
    element = overlap(vec[:, :, 1],
                      dual_difference(vec[:, :, 0])) / (2 * dk)
    return 4 * np.mean(np.abs(element)**2 / (energy[:, 1] - energy[:, 0]))


def alpha_sum_over_states(n_k=400):
    ham, velocity = bloch_hamiltonian(n_k)
    energy, vec = np.linalg.eigh(ham)
    element = np.einsum("ki,kij,kj->k", vec[:, :, 1].conj(),
                        velocity, vec[:, :, 0])
    return 4 * np.mean(np.abs(element)**2 / (energy[:, 1] - energy[:, 0])**3)


def alpha_band_formula(tau=TAU, n_k=400):
    k = 2 * np.pi * np.arange(n_k) / (n_k * CELL)
    h, slope = hopping(k, tau)
    w = np.sqrt(DELTA**2 + np.abs(h)**2)
    w_slope = (h.conj() * slope).real / w
    return 4 * np.mean((np.abs(slope)**2 - w_slope**2) / (2 * w)**3)


def open_chain(n_cells):
    x = (CELL * np.arange(n_cells)[:, None] + np.array([0.0, TAU])).ravel()
    bonds = np.full(2 * n_cells - 1, -T2)
    bonds[::2] = -T1
    sites = np.tile([-DELTA, DELTA], n_cells)
    return np.diag(sites) + np.diag(bonds, 1) + np.diag(bonds, -1), x


def alpha_open_chain(n_cells, field=2e-6):
    ham, x = open_chain(n_cells)
    x = x - x.mean()
    dipole = []
    for value in (field, -field):
        occupied = np.linalg.eigh(ham + np.diag(value * x))[1][:, :n_cells]
        dipole.append(-2 * np.sum(x[:, None] * occupied**2))
    return (dipole[0] - dipole[1]) / (2 * field)


def permittivity(alpha):
    return 1 + 4 * np.pi * alpha / (CELL * AREA)


# Berry-phase centre: gauge invariance and comparison with an open chain
rng = np.random.default_rng(4)
N_MAIN = 80
u_zero, ham_main, _ = solve_in_field(N_MAIN, 0.0)
random_phase = np.exp(2j * np.pi * rng.random(N_MAIN))[:, None]
centre_zero = wannier_centre(u_zero)
assert abs(wannier_centre(u_zero * random_phase) - centre_zero) < 1e-11
centre_160 = wannier_centre(solve_in_field(160, 0.0)[0])
centre_320 = wannier_centre(solve_in_field(320, 0.0)[0])
centre_limit = (4 * centre_320 - centre_160) / 3
chain_ham, chain_x = open_chain(40)
filled = np.linalg.eigh(chain_ham)[1][:, :40]
projected_x = np.linalg.eigvalsh(filled.T @ (chain_x[:, None] * filled))
centre_chain = projected_x[20] - 20 * CELL
assert abs(centre_limit - centre_chain) < 1e-5

# The polarised solution is a local minimum of the enthalpy
FIELD = 1e-4
u_plus, _, iterations = solve_in_field(N_MAIN, FIELD)
u_minus = solve_in_field(N_MAIN, -FIELD)[0]
enthalpy_plus = enthalpy(u_plus, ham_main, FIELD)
for _ in range(20):
    noise = rng.normal(size=(N_MAIN, 2)) + 1j * rng.normal(size=(N_MAIN, 2))
    trial = u_plus + 1e-3 * noise
    trial /= np.linalg.norm(trial, axis=1)[:, None]
    assert enthalpy(trial, ham_main, FIELD) > enthalpy_plus

# Finite-field derivative against linear response on the same mesh
fields = [1e-4, 5e-5, 2.5e-5]
alpha_fields = [alpha_finite_field(N_MAIN, f) for f in fields]
alpha_main = (4 * alpha_fields[2] - alpha_fields[1]) / 3
alpha_lr_main = alpha_mesh_response(N_MAIN)
field_errors = [value - alpha_lr_main for value in alpha_fields]
field_ratio = field_errors[0] / field_errors[1]
assert abs(field_ratio - 4) < 0.1
assert abs(alpha_main / alpha_lr_main - 1) < 1e-6

# Curvature of the enthalpy gives the same polarisability
small = fields[2]
f_values = [enthalpy(solve_in_field(N_MAIN, f)[0], ham_main, f)
            for f in (small, 0.0, -small)]
alpha_curvature = -(f_values[0] - 2 * f_values[1] + f_values[2]) / small**2
assert abs(alpha_curvature / alpha_lr_main - 1) < 1e-3

# Mesh convergence to perturbation theory, and the open-chain value
alpha_pt = alpha_sum_over_states()
assert abs(alpha_band_formula() / alpha_pt - 1) < 1e-11
meshes = [20, 40, 80, 160, 320]
alpha_meshes = [alpha_mesh_response(n) for n in meshes]
mesh_ratio = (alpha_meshes[3] - alpha_pt) / (alpha_meshes[4] - alpha_pt)
assert abs(mesh_ratio - 4) < 0.1
alpha_160 = alpha_two_fields(160, 5e-5)
assert abs(alpha_160 / alpha_meshes[3] - 1) < 1e-6
alpha_limit = (4 * alpha_160 - alpha_main) / 3
# the remaining difference is the fourth-order mesh error
assert abs(alpha_limit / alpha_pt - 1) < 1e-3
alpha_chain = (alpha_open_chain(60) - alpha_open_chain(40)) / 20
assert abs(alpha_chain / alpha_pt - 1) < 1e-5

band_energy = np.linalg.eigvalsh(ham_main)
gap = np.min(band_energy[:, 1] - band_energy[:, 0])
assert abs(gap - 2 * np.hypot(DELTA, T1 - T2)) < 1e-12
alpha_midpoint = alpha_band_formula(CELL / 2)

print(f"cell length a = {CELL:.1f} bohr; orbital position tau = {TAU:.1f} bohr")
print(f"Delta = {DELTA:.2f}, t1 = {T1:.2f}, t2 = {T2:.2f} hartree")
print(f"cross-section A = {AREA:.1f} bohr^2")
print(f"minimum gap = {gap:.6f} hartree = {gap * EV:.3f} eV")
print(f"main mesh N = {N_MAIN}; k spacing = {2*np.pi/(N_MAIN*CELL):.6f} bohr^-1")
print(f"field 1e-4 au = {FIELD * FIELD_SI:.4e} V/m")
print(f"N a field at 1e-4 au = {N_MAIN * CELL * FIELD:.4f} hartree")
print(f"iterations at field 1e-4 au = {iterations}")
print(f"Wannier centre, zero field, N=80 = {centre_zero:.8f} bohr")
print(f"Wannier centre, field +1e-4 au = {wannier_centre(u_plus):.8f} bohr")
print(f"Wannier centre, field -1e-4 au = {wannier_centre(u_minus):.8f} bohr")
print(f"Wannier centre, mesh limit = {centre_limit:.7f} bohr")
print(f"Wannier centre, open chain = {centre_chain:.7f} bohr")
print("Polarisabilities per cell, in bohr^3:")
for f, value in zip(fields, alpha_fields):
    print(f"  finite field {f:.1e} au, N=80: {value:.7f}")
print(f"  two-field extrapolation, N=80: {alpha_main:.7f}")
print(f"  linear response, N=80: {alpha_lr_main:.7f}")
print(f"  enthalpy curvature, N=80: {alpha_curvature:.5f}")
print(f"  field-error ratio on halving = {field_ratio:.4f} (no unit)")
for n, value in zip(meshes, alpha_meshes):
    error = 100 * (value / alpha_pt - 1)
    print(f"  linear response N={n}: {value:.6f}; mesh error {error:.4f} %")
print(f"  mesh-error ratio, N=160 to 320 = {mesh_ratio:.4f} (no unit)")
print(f"  two-field extrapolation, N=160: {alpha_160:.7f}")
print(f"  finite field, mesh extrapolated: {alpha_limit:.6f}")
print(f"  perturbation-theory integral: {alpha_pt:.6f}")
print(f"  open-chain difference, 60 and 40 cells: {alpha_chain:.6f}")
print("Electronic relative permittivity (no unit):")
print(f"  finite field, N=80: {permittivity(alpha_main):.6f}")
print(f"  finite field, mesh extrapolated: {permittivity(alpha_limit):.6f}")
print(f"  perturbation theory: {permittivity(alpha_pt):.6f}")
print(f"  open chains: {permittivity(alpha_chain):.6f}")
print(f"  same hoppings, tau = a/2: {permittivity(alpha_midpoint):.6f}")
print("PASS")
```

Running it gives:

```
cell length a = 8.0 bohr; orbital position tau = 3.6 bohr
Delta = 0.10, t1 = 0.12, t2 = 0.08 hartree
cross-section A = 30.0 bohr^2
minimum gap = 0.215407 hartree = 5.862 eV
main mesh N = 80; k spacing = 0.009817 bohr^-1
field 1e-4 au = 5.1422e+07 V/m
N a field at 1e-4 au = 0.0640 hartree
iterations at field 1e-4 au = 6
Wannier centre, zero field, N=80 = 0.31732016 bohr
Wannier centre, field +1e-4 au = 0.31467042 bohr
Wannier centre, field -1e-4 au = 0.31997017 bohr
Wannier centre, mesh limit = 0.3173279 bohr
Wannier centre, open chain = 0.3173279 bohr
Polarisabilities per cell, in bohr^3:
  finite field 1.0e-04 au, N=80: 52.9975338
  finite field 5.0e-05 au, N=80: 52.9969505
  finite field 2.5e-05 au, N=80: 52.9968047
  two-field extrapolation, N=80: 52.9967561
  linear response, N=80: 52.9967561
  enthalpy curvature, N=80: 52.99678
  field-error ratio on halving = 4.0002 (no unit)
  linear response N=20: 52.359729; mesh error -1.2835 %
  linear response N=40: 52.866502; mesh error -0.3281 %
  linear response N=80: 52.996756; mesh error -0.0825 %
  linear response N=160: 53.029551; mesh error -0.0206 %
  linear response N=320: 53.037765; mesh error -0.0052 %
  mesh-error ratio, N=160 to 320 = 3.9986 (no unit)
  two-field extrapolation, N=160: 53.0295512
  finite field, mesh extrapolated: 53.040483
  perturbation-theory integral: 53.040504
  open-chain difference, 60 and 40 cells: 53.040504
Electronic relative permittivity (no unit):
  finite field, N=80: 3.774904
  finite field, mesh extrapolated: 3.777193
  perturbation theory: 3.777194
  open chains: 3.777194
  same hoppings, tau = a/2: 3.960731
PASS
```
